Orbital Susceptibility of Dirac Electrons from the Landau-Level Sum

## First half: from Landau levels to the linear response

Electrons of charge −e (e > 0) move in the xy plane of a graphene sheet. A uniform field B > 0 points along z. Near one corner of the Brillouin zone the Hamiltonian is

H = v(σ_x π_x + σ_y π_y), π = p + eA,

where v is the Dirac velocity, A the vector potential, and σ_x, σ_y are Pauli matrices acting on the two sublattice amplitudes. There are four flavours, from two spins and two valleys. The electrons do not interact, there is no disorder, and the Zeeman energy is left out. The sheet exchanges electrons with a reservoir of temperature T and chemical potential μ, measured from the Dirac point. SI units are used, and kT is the thermal energy.

The aim is to find how the orbital magnetic moment per area, M, responds to a weak field, and how that response depends on μ and T.

### (a) Find the energy levels in the field, and the number of states per area in each level.

**Solution.** The two components of π do not commute:

[π_x, π_y] = e[p_x, A_y] + e[A_x, p_y]
= −iħe(∂_x A_y − ∂_y A_x)
= −iħeB.

Squaring H removes most of the matrix structure. With σ_x σ_y = iσ_z = −σ_y σ_x,

H² = v²(π_x² + π_y² + iσ_z[π_x, π_y])
= v²(π_x² + π_y² + ħeB σ_z).

Now define a lowering operator

c = (π_x − iπ_y)/√(2ħeB).

Its commutator with its adjoint is

[c, c†] = 2i[π_x, π_y]/(2ħeB) = 1,

so N = c†c has the eigenvalues 0, 1, 2, and so on. Multiplying out gives

2ħeB c†c = π_x² + π_y² − i[π_x, π_y] = π_x² + π_y² − ħeB,

and therefore

H² = v²ħeB(2N + 1 + σ_z).

For σ_z = −1 the bracket is 2N, and for σ_z = +1 it is 2(N + 1). The eigenvalues of H² are thus

ε² = nΔ, Δ = 2eħv²B, n = 0, 1, 2, …

For n ≥ 1 there are two states with this value of ε²: one with σ_z = +1 and N = n − 1, the other with σ_z = −1 and N = n. The Hamiltonian itself contains only σ_x and σ_y, so it has no diagonal elements in this pair. Its trace there is zero, and its two eigenvalues are +√(nΔ) and −√(nΔ).

For n = 0 there is one state, with σ_z = −1 and N = 0, and its energy is zero. The other valley has the two sublattices exchanged and gives the same energies.

To count the states, take A = (0, Bx, 0). Then π_y = ħκ + eBx, where κ is the wave number along y, and the orbit is centred at x₀ = −ħκ/(eB). In a sheet of sides L_x and L_y the values of κ are 2π/L_y apart. Centres that lie inside the sheet span a range eBL_x/ħ of κ, so their number is

(eBL_x/ħ)(L_y/2π) = (eB/h) L_x L_y.

Each level of each flavour holds eB/h states per area.

### (b) Write the grand potential as a single sum over n of a function of ε² that is smooth at ε = 0. Where is a cutoff needed?

**Solution.** A single-particle state of energy ε contributes

φ(ε) = −kT ln(1 + e^{(μ−ε)/kT})

to the grand potential. For large negative ε this tends to ε − μ, so the sum over the filled levels does not converge. In the real crystal the band has a bottom. In the Dirac model its place is taken by a weight w(ε²/Λ²), which equals 1 at ε = 0, has its first three derivatives equal to zero there, and falls smoothly to zero for |ε| well above a large energy Λ. The weight depends on the energy of a state and not on the field. What the true band edges do to the response is a question about the lattice, and part (i) treats it.

Put x = ε² and add the contributions of +√x and −√x:

F(x) = [φ(√x) + φ(−√x)] w(x/Λ²).

For n ≥ 1 both signs occur, and F(nΔ) counts them. At n = 0 there is one state and not two. Since F(0) = 2φ(0), its contribution is F(0)/2. The grand potential per area of all four flavours is

Ω(B) = (4eB/h) [F(0)/2 + Σ_{n≥1} F(nΔ)].

The square roots in F look dangerous at x = 0, but they are harmless as long as T > 0. The function φ(ε) is singular where e^{(μ−ε)/kT} = −1, and the points of this kind nearest to the real axis are

ε = μ ± iπkT.

Their distance from ε = 0 is √(μ² + π²k²T²), which is not zero. Hence φ has a convergent Taylor series around ε = 0. In φ(√x) + φ(−√x) the odd powers of √x cancel, and near x = 0, with the weight equal to 1 to this order,

F(x) = 2φ(0) + φ″(0) x + φ⁗(0) x²/12 + φ⁽⁶⁾(0) x³/360 + …

This is a power series in x itself. At T = 0 and μ = 0 the argument fails: there φ(√x) = 0 and φ(−√x) = −√x, so that F = −√x has an infinite slope at the origin. Part (h) returns to this case.

### (c) Convert the sum into an integral plus corrections, and find the first two corrections.

**Solution.** Take one interval from nΔ to (n+1)Δ and write g(u) = F((n+u)Δ) with 0 ≤ u ≤ 1. Repeated integration by parts will express the mean of the two end values through the integral. The polynomials needed are

P₁ = u − 1/2,
P₂ = u²/2 − u/2 + 1/12,
P₃ = u³/6 − u²/4 + u/12,
P₄ = u⁴/24 − u³/12 + u²/24 − 1/720.

Each is the derivative of the next, and the constants are chosen so that each has zero integral over the interval. For P₄ this requires 1/120 − 1/48 + 1/72 = 1/720, which holds, since the left side is (6 − 15 + 10)/720. The end values are

P₂(0) = P₂(1) = 1/12, P₃(0) = P₃(1) = 0, P₄(0) = P₄(1) = −1/720.

The first integration by parts uses P₁′ = 1:

∫g du = [g(0) + g(1)]/2 − ∫P₁ g′ du.

The second gives

∫P₁ g′ du = [g′(1) − g′(0)]/12 − ∫P₂ g″ du.

The third and fourth give

∫P₂ g″ du = −∫P₃ g‴ du = [g‴(1) − g‴(0)]/720 + ∫P₄ g⁗ du.

Putting these together and solving for the mean of the end values,

[g(0) + g(1)]/2 = ∫g du + [g′(1) − g′(0)]/12 − [g‴(1) − g‴(0)]/720 − ∫P₄ g⁗ du.

Now sum over all intervals. On the left every interior point receives two halves, while the point x = 0 receives one. That is the same half weight which the zero-energy level carries in part (b). On the right the differences telescope, and the contributions of the upper end vanish with the weight w. Each derivative with respect to u brings a factor Δ, and du = dx/Δ. The result is the Euler-Maclaurin formula

F(0)/2 + Σ_{n≥1} F(nΔ) = (1/Δ)∫₀^∞ F dx − (Δ/12) F′(0) + (Δ³/720) F‴(0) + R.

The remainder is

R = −Δ³ ∫₀^∞ P₄ F⁗ dx,

with P₄ repeated periodically. It is of order Δ⁵. To see this, integrate by parts twice more. The next polynomial P₅ has equal values at both ends because P₄ has zero integral, and opposite values because P₄ is symmetric about u = 1/2. It therefore vanishes at the ends, and the first boundary term that survives comes from P₆ and carries Δ⁵.

The integral in R stays finite when Λ grows. Far above kT and |μ| the function F follows −√x apart from a constant, so its fourth derivative falls as x^{−7/2}. The region where w drops contributes at most an amount of order Λ^{−5}.

### (d) Find the linear response dM/dB at B → 0, and from it the susceptibility of the sheet.

**Solution.** The integral term is multiplied by 4eB/h. Since

eB/(hΔ) = 1/(2hħv²) = 1/(4πħ²v²),

the field drops out, and the term is

(1/πħ²v²) ∫₀^∞ F dx.

This is the grand potential without a field. The zero-field states of one flavour and one sign of energy have the density κdκ/2π in wave number, and with x = ħ²v²κ² this is dx/(4πħ²v²), which agrees. The cutoff dependence sits in this term, and it disappears from Ω(B) − Ω(0).

The next term needs F′(0) = φ″(0). The first derivative of φ is the Fermi function,

φ′(ε) = e^{(μ−ε)/kT}/(1 + e^{(μ−ε)/kT}) = f(ε),

and the derivative of f at ε = 0 is

f′(0) = −sech²(μ/2kT)/(4kT).

Call the positive quantity on the right S:

S(μ, T) = sech²(μ/2kT)/(4kT), F′(0) = −S.

Two minus signs meet, one from the formula of part (c) and one from the falling Fermi function:

Ω(B) − Ω(0) = (4eB/h)(Δ/12) S.

With Δ = 2eħv²B and h = 2πħ the factors combine to 8/(24π) = 1/(3π), so that

Ω(B) − Ω(0) = (e²v²/3π) S B².

The next term in B is of fourth order. The moment per area is M = −∂Ω/∂B at fixed μ and T, so

M = −(2e²v²/3π) S B,

K = dM/dB = −(2e²v²/3π) sech²(μ/2kT)/(4kT).

Multiplying by the magnetic constant μ₀ gives the susceptibility of the sheet, χ = μ₀K. It is a length, because M is a moment per area and not per volume. The field raises the grand potential and the moment opposes the field: the response is diamagnetic at every μ.

The same K holds for a sheet that keeps its electron number instead of its chemical potential. The correction to the density is even in B, so μ shifts by an amount of order B², and this changes M = KB only in third order.

### (e) Which levels produce the diamagnetism?

**Solution.** Assign to each level n ≥ 1 the interval from (n − 1/2)Δ to (n + 1/2)Δ of the zero-field variable x. What remains for the zero-energy level is the interval from 0 to Δ/2. For a level with n ≥ 1, expanding F about the midpoint gives

(1/Δ)∫F dx = F(nΔ) + (Δ²/24) F″(nΔ) + …

The sum of F over these levels therefore differs from its integral by

−(Δ²/24) Σ F″(nΔ) ≈ −(Δ/24) ∫₀^∞ F″ dx = (Δ/24) F′(0) = −ΔS/24.

For the zero-energy level,

F(0)/2 − (1/Δ)∫₀^{Δ/2} F dx ≈ −(1/Δ) F′(0) (Δ²/8) = +ΔS/8.

The sum is ΔS(3 − 1)/24 = ΔS/12, as in part (d). The zero-energy level raises the grand potential, and the other levels together take back one third of the rise. States with energies on both sides of the Dirac point are gathered at zero energy. In a weak field these states lie within much less than kT of zero energy. At μ = 0 they are therefore all close to half filled, but the lower ones slightly more so than the upper ones. Pushing the lower ones up costs more than is gained when the upper ones come down. When |μ| is many kT, the two groups are equally occupied up to exponentially small differences, cost and gain cancel, and the response dies out.

## Second half: limits, lattice and numbers

From the first half the following is needed. The Landau levels are ±√(nΔ) with Δ = 2eħv²B, and each holds eB/h states per area and flavour, with four flavours. With φ(ε) = −kT ln(1 + e^{(μ−ε)/kT}) and F(x) = φ(√x) + φ(−√x), cut off smoothly at high energy, the grand potential per area is

Ω(B) = (4eB/h)[F(0)/2 + Σ_{n≥1} F(nΔ)],

and the sum obeys

F(0)/2 + Σ_{n≥1} F(nΔ) = (1/Δ)∫F dx − (Δ/12)F′(0) + (Δ³/720)F‴(0) + O(Δ⁵).

The linear response of the moment per area is

K = −(2e²v²/3π) S, S = sech²(μ/2kT)/(4kT).

### (f) What does K become as a function of μ when T → 0 after the limit B → 0?

**Solution.** The area under S does not depend on temperature:

∫S dμ = [tanh(μ/2kT)/2] from −∞ to ∞ = 1.

Multiply S by a bounded, continuous function G(μ) and put μ = 2kTy:

∫S G(μ) dμ = (1/2)∫sech²(y) G(2kTy) dy → G(0) for T → 0.

This is the defining property of the delta function, so

K → −(2e²v²/3π) δ(μ), χ → −(2μ₀e²v²/3π) δ(μ).

At finite temperature the same weight is spread over a peak. The condition sech² = 1/2 gives the full width at half maximum, 4kT arccosh√2 ≈ 3.53 kT. The height is 1/(4kT). Cooling makes the response at the Dirac point larger and confines it to a narrower range of μ.

The order of the limits is part of the statement. The expansion was made at fixed T with Δ → 0, and T was lowered afterwards.

### (g) How strong may the field be before the linear response fails?

**Solution.** At μ = 0 the next term can be found in closed form. From the power series of F in part (b), F‴(0) = 6φ⁽⁶⁾(0)/360 = φ⁽⁶⁾(0)/60, and φ⁽⁶⁾ is the fifth derivative of the Fermi function. At μ = 0

f(ε) = 1/2 − (1/2)tanh(ε/2kT), tanh y = y − y³/3 + 2y⁵/15 − …

The coefficient of ε⁵ in f is −(1/2)(2/15)/(32k⁵T⁵) = −1/(480k⁵T⁵). Multiplying by 5! = 120 gives

φ⁽⁶⁾(0) = −1/(4k⁵T⁵), F‴(0) = −1/(240k⁵T⁵).

With S = 1/(4kT) and the reduced field r = Δ/(kT)²,

Ω(B) − Ω(0) = (4eB/h)[Δ/(48kT) − Δ³/(172800k⁵T⁵)]
= (4eB/h)(Δ/48kT)(1 − r²/3600).

The leading term goes as B² and the correction as B⁴. Differentiation multiplies them by 2 and by 4, so relative to the linear moment

M/M_lin = 1 − r²/1800 + O(r⁴).

The small coefficient means that Δ may somewhat exceed (kT)² before the moment departs visibly from a straight line.

Away from μ = 0 there is a second condition. The power series in Δ misses terms that are smaller than every power of Δ. To find them, write the equally spaced points as a Fourier series:

F(0)/2 + Σ_{n≥1} F(nΔ) = (1/Δ)∫₀^∞ F dx + (2/Δ) Σ_{j≥1} ∫₀^∞ F cos(2πjx/Δ) dx.

Take the part with e^{2πijx/Δ}, and lead the path of integration from 0 up the imaginary axis and then parallel to the real axis. The vertical piece, near x = 0, produces the power series. The horizontal piece is suppressed by its height, but it cannot be raised past the singularities of F. For μ > 0 the lowest one lies at

x = (μ + iπkT)² = μ² − π²k²T² + 2πiμkT.

If μ > πkT its real part is positive, it is caught by the path, and for j = 1 it contributes a term of size exp(−4π²μkT/Δ). This term oscillates with 1/B, since its phase contains 2π(μ² − π²k²T²)/Δ. It has to be compared with the tail of S, which falls as exp(−μ/kT). Leaving the prefactors aside, the tail is the larger of the two if

Δ < 4π²(kT)².

In stronger fields the oscillations dominate at large μ, although they are absent from every term of the Euler-Maclaurin series. For the moment the field should stay well below this bound, because differentiating the phase with respect to B brings a factor of order μ²/Δ. Close to the bound, and with μ above 10kT, the oscillating part of M can already be several times the linear part.

### (h) What replaces the linear response at μ = 0 when kT is much smaller than √Δ?

**Solution.** At T = 0 and μ = 0 the function is F = −√x, and the task is to find the difference between Σ√(nΔ) and its integral, both with the smooth cutoff. In units of √Δ, split the sum at a large number N that still lies far below the cutoff. Above N the function is smooth, and the formula of part (c), started at N, gives

Σ_{n>N} √n = ∫_N √x dx − √N/2 + O(1/√N),

with the cutoff understood. The integral from 0 to N is (2/3)N^{3/2}. Sum minus integral is therefore

Σ_{n=1}^{N} √n − (2/3)N^{3/2} − √N/2 + O(1/√N).

This limit is a value of the Riemann zeta function. For s > 1 the same formula gives

ζ(s) = Σ_{n=1}^{N} n^{−s} + N^{1−s}/(s − 1) − N^{−s}/2 + O(N^{−s−1}),

and the right side continues ζ to s > −1. At s = −1/2 it is the expression above. Hence the difference is ζ(−1/2) = −0.2079, and

Ω(B) − Ω(0) = −(4eB/h) ζ(−1/2)√Δ > 0.

Since √Δ ∝ √B, the energy grows as B^{3/2} and M is proportional to −√B. The slope dM/dB diverges as B → 0, so at μ = 0 and T = 0 there is no linear susceptibility. In the order of limits of part (f) this appears as the infinite height of the delta function.

At a low but finite temperature the level n = 0 is half filled and contributes φ(0) = −kT ln 2. The thermal corrections to the levels n ≥ 1 are of order e^{−√r} and can be dropped. Apart from terms that do not depend on B,

Ω(B) = (4eB/h) kT[0.2079√r − ln 2].

Because B is proportional to r at fixed T, the derivative of r(0.2079√r − ln 2) is what enters M. In the linear regime the corresponding function is r²/48, with the derivative r/24. The ratio is

M/M_lin = (24/r)(0.3118√r − ln 2) for √r ≫ 1.

The term with ln 2 is paramagnetic. The number of states in the zero-energy level grows with B, and with it the entropy of their half filling.

### (i) What does the honeycomb lattice add to the Dirac result?

**Solution.** Let electrons hop with amplitude t between neighbouring sites a distance d apart, and neglect all other bonds. Without a field the energies are ±t|1 + e^{iα} + e^{iβ}|, where α and β are the phases of the wave along the two lattice vectors, of length √3d and 60° apart. At a zone corner α = 2π/3 and β = −2π/3. Small changes α′ and β′ give

ε² = t²(α′² + β′² − α′β′).

For a displacement κ along the first lattice vector, α′ = √3dκ and β′ = α′/2, so ε² = 3t²d²κ² × 3/4. For a displacement at an angle θ to that vector the factor 3/4 is replaced by cos²θ + cos²(θ − 60°) − cos θ cos(θ − 60°), which equals 3/4 for every θ, so the result is the same in all directions. Thus ħv = 3td/2.

In a field with flux h/(eq) through each unit cell, q being an integer, the two phase factors become translations U and V that obey UV = e^{−2πi/q}VU. The squared energies are t² times the eigenvalues of QQ†, with Q = 1 + U + V. In a basis where U is diagonal with phases θ_m = θ₀ + 2πm/q, V lowers m by one. The matrix QQ† then has diagonal elements 1 + |1 + e^{iθ_m}|² and links of size |1 + e^{iθ_m}| between m − 1 and m, closed into a ring of q sites. For θ₀ = π one link vanishes and the ring opens. The phases of the other links can be absorbed in the basis, which leaves

diagonal: 1 + 4sin²(πm/q), m = 0, …, q − 1,
link between m − 1 and m: 2sin(πm/q), m = 1, …, q − 1.

One value of θ₀ is enough. Traces of powers of QQ† below q do not depend on it, and at T > 0 the smooth function F is represented by such powers with an error that is exponentially small in qkT/t.

With the cell area 3√3d²/2 the Dirac spacing is Δ = 2√3πt²/q. Numerical diagonalization for q = 6800 gives the lowest squared energies, in units of Δ, as 0.0000, 0.9997, 0.9997, 1.9989 and 1.9989. Each nonzero value appears twice, once per valley.

For a cell and one spin, define S_lat by Ω(B) − Ω(0) = (2/q)(Δ/12)S_lat, in analogy with part (d). The zero-field value is an average over a mesh of 900 × 900 wave vectors. The Dirac value is computed from the level sum at the same field, Δ ≈ 4(kT)², so that the curvature of part (g) does not enter the difference. At μ = 0 the ratio of lattice to Dirac response is 0.940 for kT = 0.04t and 0.970 for kT = 0.02t. The difference can be written as

S_lat = S − b/t.

The calculation gives b = 0.374 at both temperatures, and again 0.374 at μ = 0.2t with kT = 0.02t, where the Dirac peak has died out. Changing the mesh from 600 × 600 to 900 × 900 shifts b by 6 × 10⁻⁹, and doubling the flux at kT = 0.02t shifts it by 2.5 × 10⁻⁴.

At these three points the lattice thus adds the same small paramagnetic background. It matters little at the centre of the peak, but it wins in the tails. The delta function is the Dirac part of the response and not the whole response of the crystal.

### (j) Evaluate the response of graphene at 300 K, and size what the model leaves out.

**Solution.** Take the round values v = 10⁶ m/s and d = 0.142 nm, which are close to those of graphene. The prefactor is

2e²v²/(3π) = 5.447 × 10⁻²⁷ A J/T.

At 300 K, kT = 25.85 meV and the peak of S is 1/(4kT) = 9.67 eV⁻¹, with a full width of 91 meV. Dividing by e to convert eV⁻¹ into J⁻¹,

K(μ = 0) = −5.447 × 10⁻²⁷ × 9.67/(1.602 × 10⁻¹⁹) = −3.29 × 10⁻⁷ A/T,

χ(μ = 0) = μ₀K = −4.13 × 10⁻¹³ m.

At 77 K the peak of χ is −1.61 × 10⁻¹² m, larger by the ratio of the temperatures. A field of 1 T at 300 K induces −3.29 × 10⁻⁷ A, or −0.035 Bohr magnetons per nm². Away from the Dirac point the Dirac part of K is

μ = 25 meV: −2.62 × 10⁻⁷ A/T,
μ = 50 meV: −1.45 × 10⁻⁷ A/T,
μ = 100 meV: −2.6 × 10⁻⁸ A/T.

The first Landau level at 1 T lies at 36.3 meV, so r = (36.3/25.85)² = 1.97. The formula of part (g) gives M/M_lin = 1 − 1.97²/1800 = 0.9978, and the direct level sum gives 0.9979. The condition r < 4π² ≈ 39 is met as well. At 10 T the direct sum gives 0.891. At 4 K and 1 T, r = 11080 and √r = 105.3, and part (h) gives

M/M_lin = (24/11080)(0.3118 × 105.3 − 0.693) = 0.070.

Here the linear formula overstates the moment about fourteenfold.

The lattice background follows from t = 2ħv/(3d) = 3.09 eV, so that b/t = 0.121 eV⁻¹. This is 1.25% of the peak at 300 K. At μ = 100 meV it already cancels about 16% of the Dirac part. The total changes sign where S = b/t, that is, where sech²(μ/2kT) = 0.0125:

μ = 2kT arccosh(1/√0.0125) = 149 meV.

Beyond this the orbital response of the nearest-neighbour model is paramagnetic, as long as the background stays at the value found in part (i). Core electrons, the σ bands and further hopping are absent from this model. Their effect need not be small beside the background, which corresponds to χ ≈ +5 × 10⁻¹⁵ m. The usual atomic increment for the diamagnetism of carbon, −6 × 10⁻⁶ cm³/mol in cgs units, gives about −5 × 10⁻¹⁵ m for the sheet. In real graphene the crossing may therefore lie elsewhere or be absent.

At the Dirac point the spin response is much weaker than the orbital one. The density of states of four flavours is 2|ε|/(πħ²v²), and at μ = 0 the thermal average of |ε| with weight −f′ is 2kT ln 2. With μ_B the Bohr magneton,

K_spin = μ_B² × 4kT ln 2/(πħ²v²) = 2.8 × 10⁻¹¹ A/T,

which is 9 × 10⁻⁵ of the orbital value at μ = 0. For |μ| of several kT the average of |ε| is close to |μ|, so K_spin grows with doping while the Dirac part dies out. At 149 meV it is 1.2 × 10⁻¹⁰ A/T, about 3% of the lattice background, and it moves the crossing by less than 1 meV. Far in the tails it exceeds the Dirac part.

In real sheets the assumption of a uniform μ fails. Trapped charges make it vary from place to place, by very roughly 5 meV on boron nitride and some tens of meV on silicon dioxide, for which 30 meV is taken here as an example. Averaging S over a Gaussian spread of these widths, by numerical integration, lowers the 300 K peak to 0.99 and 0.79 of its clean value. The average presumes that μ varies slowly over the thermal length ħv/kT = 25 nm. On silicon dioxide the puddles can be about as small as this, so the second figure is a rough guide. The spread matters more in the cold, where the peak is narrower: at 77 K the same average with 5 meV gives 0.89 of the clean value. The thermal length is then 99 nm, so this figure is a rough guide too. Uniform doping matters more: at μ = 100 meV the Dirac part is down to 8% of the peak. Lifetime broadening and electron interactions are not included. If interactions acted solely through a changed velocity, K at fixed μ and T would scale as v², and a velocity 10% higher would raise the Dirac part by 21%.
